# Spectral symmetry and unpaired planar modes of the magnetic Dirac operator

## Result

An electron moves in the plane in a magnetic field $B(x_1,x_2)$, with no electric potential. In Hartree units, with charge $-1$, the kinetic momentum is $\pi=p+A$, where $B=\partial_1A_2-\partial_2A_1$. The two-component Dirac operator is

$$h=\begin{pmatrix}c^2&cD^*\\ cD&-c^2\end{pmatrix},\qquad D=\pi_1+i\pi_2,\quad D^*=\pi_1-i\pi_2 .$$

1. The part of $h$ orthogonal to the kernels of $D$ and $D^*$ is unitarily equivalent to its own negative. The kernel of $D$ adds eigenvalues $+c^2$, and the kernel of $D^*$ adds eigenvalues $-c^2$. The symmetry can fail at these two energies and nowhere else.
2. Let $B$ be bounded and vanish outside a bounded region, and let $F=\frac1{2\pi}\int B\,d^2x$. If $F>0$, then $\ker D=0$ and $\dim\ker D^*$ is the largest integer strictly below $F$. If $F<0$, the roles are exchanged and $|F|$ replaces $F$. If $F=0$, both kernels vanish.

The exception belongs to the planar two-component operator. The four-component operator in three dimensions is symmetric at $\pm c^2$ as well, as shown below.

## Simple case: a uniform field

The commutator of the momenta fixes all later signs:

$$[\pi_1,\pi_2]=[p_1,A_2]+[A_1,p_2]=-i\partial_1A_2+i\partial_2A_1=-iB .$$

Multiplying out the two products gives

$$D^*D=\pi^2+i[\pi_1,\pi_2]=\pi^2+B,\qquad DD^*=\pi^2-i[\pi_1,\pi_2]=\pi^2-B. \tag{1}$$

Here $\pi^2=\pi_1^2+\pi_2^2$. The upper component has spin up and the lower has spin down, so $\pm B$ is the Zeeman term.

For constant $B>0$, set $a=D^*/\sqrt{2B}$ and $a^\dagger=D/\sqrt{2B}$. By (1), $[a,a^\dagger]=(D^*D-DD^*)/2B=1$. These are oscillator ladder operators, with normalized states $\varphi_0,\varphi_1,\dots$ obeying

$$D^*\varphi_n=\sqrt{2Bn}\,\varphi_{n-1},\qquad D\varphi_{n-1}=\sqrt{2Bn}\,\varphi_n .$$

A further degeneracy label is suppressed. For $n\ge1$ the spinors $(\varphi_{n-1},0)$ and $(0,\varphi_n)$ span a space on which $h$ is the matrix

$$\begin{pmatrix}c^2&c\sqrt{2Bn}\\ c\sqrt{2Bn}&-c^2\end{pmatrix},\qquad E=\pm\sqrt{c^4+2nBc^2}.$$

The spinor $(0,\varphi_0)$ is left over. Since $D^*\varphi_0=0$, its energy is $-c^2$, and it has no partner at $+c^2$. In the limit of weak field, $E-c^2\approx nB$ on the positive branch. This is the nonrelativistic Landau energy $(n-\tfrac12)B$ plus the spin-up Zeeman energy $B/2$.

## Any field: where the pairing comes from

**Domains.** Let $A$ be continuous. Give $D^*$ the domain of all square-integrable $v$ for which $D^*v$, taken in the sense of distributions, is square integrable, and treat $D$ likewise. To see that the two are mutually adjoint, take a smooth cutoff $\chi_R$ equal to 1 for $r<R$ and 0 for $r>2R$, with gradient of order $1/R$. Then

$$D^*(\chi_Rv)=\chi_RD^*v-i\big[(\partial_1-i\partial_2)\chi_R\big]v\;\longrightarrow\;D^*v .$$

On the bounded support of $\chi_Rv$ the potential is bounded, so $\chi_Rv$ has square-integrable first derivatives and can be smoothed. Smooth functions of compact support therefore approximate $v$ and $D^*v$ together. The adjoint of $D$, defined first on such functions, is then the closure of $D^*$ on them, and conversely. Hence the off-diagonal part of $h$ is self-adjoint, and so is $h$, because $c^2\sigma_3$ is bounded. No bound on the growth of $A$ was needed.

**Supersymmetry.** Write $h=Q+c^2\sigma_3$, with $Q$ the off-diagonal part. Since $Q\sigma_3=-\sigma_3Q$, the cross terms cancel in the square:

$$h^2=Q^2+c^4=c^4+c^2\begin{pmatrix}D^*D&0\\0&DD^*\end{pmatrix}. \tag{2}$$

The operator $Q$ is a supercharge: it exchanges the two spin components and commutes with $Q^2$. Because $Q^2\ge0$, there is no spectrum in $(-c^2,c^2)$.

**Eigenvalues.** Let $D^*Du=\lambda u$ with $\lambda>0$. The lower line of $h(u,w)=E(u,w)$ gives $w=cDu/(E+c^2)$. The upper line then requires

$$c^2u+\frac{c^2\lambda}{E+c^2}u=Eu\quad\Longrightarrow\quad E^2=c^4+c^2\lambda .$$

Both roots are allowed, since $E+c^2\ne0$. Conversely, an eigenvector with $|E|>c^2$ has $u\neq0$, because $u=0$ would force $E=-c^2$. By (2), $u$ satisfies $D^*Du=\lambda u$. Each such $u$ thus gives one state at $+|E|$ and one at $-|E|$, so the multiplicities agree.

**Continuous spectrum.** An argument that does not need eigenvectors uses the polar decomposition $D=U|D|$, with $|D|=\sqrt{D^*D}$. The map $U$ is unitary from $(\ker D)^\perp$ to $(\ker D^*)^\perp$ and zero on $\ker D$. Define $W(u,v)=(-U^*v,\,Uu)$. Then

$$Wh(u,v)=(c^2U^*v-cU^*Du,\;c^2Uu+cUD^*v),$$
$$-hW(u,v)=(c^2U^*v-cD^*Uu,\;c^2Uu+cDU^*v).$$

From $D^*=|D|U^*$ it follows that $U^*D=|D|=D^*U$ and $UD^*=U|D|U^*=DU^*$. The two lines agree, so $Wh=-hW$. On the complement of the kernels $W$ is unitary and turns $h$ into $-h$. On the kernels,

$$h(u,0)=c^2(u,0)\ \text{ if }Du=0,\qquad h(0,v)=-c^2(0,v)\ \text{ if }D^*v=0 .$$

This proves the first statement. For the uniform field it returns the ladder found above.

## The pairing in a field that is not uniform

Take $B=B_0(1+r^2/b^2)$ with round parameters $B_0=0.01$ a.u. and $b=20$ bohr. Its total flux is infinite, so the second statement does not apply, but the pairing does. In polar coordinates

$$D^*\big(v(r)e^{ik\theta}\big)=-ie^{i(k-1)\theta}\Big(v'+\frac kr v+A_\theta v\Big),$$

so a lower component of angular momentum $k$ is coupled to an upper component of angular momentum $k-1$. For $k=-1$ the partners are the radial operators

$$-\frac{d^2}{dr^2}-\frac1r\frac{d}{dr}+\Big(A_\theta-\frac1r\Big)^2-B,\qquad -\frac{d^2}{dr^2}-\frac1r\frac{d}{dr}+\Big(A_\theta-\frac2r\Big)^2+B .$$

They have different centrifugal terms and opposite Zeeman terms. Diagonalizing each separately by finite differences gives the same lowest positive eigenvalues, $\lambda=0.03701$, $0.08309$ and $0.13647$ a.u. The first operator has in addition an eigenvalue that is zero to within $10^{-6}$ a.u. The gap above zero has a simple bound: by (1), $D^*D=DD^*+2B\ge2B_0=0.02$ a.u.

Since $\lambda\ll c^2=18\,779$ hartree, the energies follow from $|E|-c^2\approx\lambda/2$:

$$0.0185,\quad 0.0415,\quad 0.0682\ \text{hartree}.$$

Diagonalizing the first-order radial Dirac operator itself on a staggered grid gives these three values on both the positive and the negative side. This channel also has one level at $-c^2$ and none at $+c^2$.

## Three dimensions, and an electric potential

In three dimensions the operator is

$$H=\begin{pmatrix}c^2&c\,\sigma\!\cdot\!\pi\\ c\,\sigma\!\cdot\!\pi&-c^2\end{pmatrix}.$$

The off-diagonal entry $S=\sigma\cdot\pi$ is self-adjoint, by the same cutoff argument. Let $J(\psi,\chi)=(\chi,-\psi)$. Then

$$HJ(\psi,\chi)=(c^2\chi-cS\psi,\;cS\chi+c^2\psi)=-JH(\psi,\chi).$$

The map $J$ is unitary on the whole space, so $H$ is symmetric everywhere, thresholds included.

To connect this with the plane, let the field point along $z$ and set $p_z=0$. Then $S(\chi_\uparrow,\chi_\downarrow)=(D^*\chi_\downarrow,D\chi_\uparrow)$, and $H$ splits into

$$(\psi_\uparrow,\chi_\downarrow):\ \begin{pmatrix}c^2&cD^*\\cD&-c^2\end{pmatrix},\qquad(\psi_\downarrow,\chi_\uparrow):\ \begin{pmatrix}c^2&cD\\cD^*&-c^2\end{pmatrix}.$$

A function in $\ker D^*$ gives $-c^2$ in the first block and $+c^2$ in the second. The imbalance of one block cancels that of the other. The state at $+c^2$ is an electron with spin down, whose Zeeman energy cancels its orbital energy.

An electric potential energy $V$ multiplies both components alike and commutes with $J$. Therefore $J(H+V)J^{-1}=-(H-V)$: the spectrum is the mirror image of that for $-V$. It need not be the mirror image of itself, unless some further symmetry of $H$ carries $V$ into $-V$ (for $A=0$ and $V=\cos x$, a translation by $\pi$ does this). For a concrete size, take a periodic box of side $2\pi$ bohr, plane waves with wave numbers $-1,0,1$ along each axis, and

$$A=(\sin y+\tfrac12\cos z,\ \sin z+0.7\cos x,\ 0.3\sin x+\cos y).$$

The eigenvalues of this finite matrix cancel in pairs to better than $10^{-7}$ hartree. With $V=\cos x+\cos2x$ hartree added, the sums of mirror-placed eigenvalues reach $0.54$ hartree in magnitude. This largest sum belongs to the highest level of the small basis, so it is not a converged figure. The two levels next to the gap, the lowest positive and the highest negative one, are a better guide: their sum is $0.32$, $0.52$ and $0.56$ hartree with wave numbers up to 1, 2 and 3. The last figure is still about $0.01$ hartree low. In the nonrelativistic limit, which reproduces these three values, wave numbers up to 4, 5 and 6 give $0.565$, $0.566$ and $0.566$ hartree. The asymmetry does not go away as the basis grows.

## Counting for a disk of flux

Return to the plane and give the field a finite extent. First write $A$ through a scalar function,

$$A_1=-\partial_2\phi,\quad A_2=\partial_1\phi,\qquad \Delta\phi=B .$$

Any other gauge changes the wave functions by a phase factor. With $\partial_{\bar z}=\frac12(\partial_1+i\partial_2)$ and $\partial_z=\frac12(\partial_1-i\partial_2)$,

$$A_1+iA_2=i(\partial_1+i\partial_2)\phi=2i\,\partial_{\bar z}\phi,\qquad A_1-iA_2=-2i\,\partial_z\phi .$$

Hence $D=-2i\partial_{\bar z}+2i(\partial_{\bar z}\phi)$ and $D^*=-2i\partial_z-2i(\partial_z\phi)$. By the product rule,

$$D=-2i\,e^{\phi}\,\partial_{\bar z}\,e^{-\phi},\qquad D^*=-2i\,e^{-\phi}\,\partial_z\,e^{\phi}. \tag{3}$$

For a constant field $B>0$ in $r<a$ and none outside, $F=Ba^2/2$. With $\phi(0)=0$,

$$\phi=\frac{F r^2}{2a^2}\ (r<a),\qquad \phi=\frac F2+F\ln\frac ra\ (r>a).$$

By (3), $D^*$ annihilates $v_n=\bar z^{\,n}e^{-\phi}$ for $n=0,1,2,\dots$. Outside the disk $|v_n|\propto r^{-\nu}$ with $\nu=F-n$. The norm contains $\int^\infty r^{1-2\nu}dr$, which converges if and only if $\nu>1$, that is, $n<F-1$.

Take $a=100$ bohr and $B=7\times10^{-4}$ a.u. (about 165 T). Then $F=7\times10^{-4}\times10^4/2=3.5$, and $n<2.5$ admits the three modes $n=0,1,2$. With $s=r/a$, the weights inside and outside the disk are in the ratio of

$$I_{\rm in}=\int_0^1s^{2n+1}e^{-Fs^2}ds,\qquad I_{\rm out}=\frac{e^{-F}}{2F-2n-2}.$$

For $n=0$, $I_{\rm in}=(1-e^{-3.5})/7=0.1385$ and $I_{\rm out}=e^{-3.5}/5=0.0060$, so the probability inside is $0.958$. For $n=1$ and $n=2$ it is $0.778$ and $0.344$. The last mode is mostly outside the field that binds it.

When $F$ is large, the count differs from $F=Ba^2/2$ by at most one, which means one mode per area $2\pi/B$. The uniform field agrees: there $|v_n|^2=r^{2n}e^{-Br^2/2}$ peaks at $r^2=2n/B$, and the peak lies within radius $a$ for $n\le Ba^2/2$.

## Counting for any field of finite extent

Now let $B$ be any bounded field of bounded support, with any shape and with changes of sign. Choose

$$\phi(x)=\frac1{2\pi}\int\ln|x-y|\,B(y)\,d^2y .$$

Its gradient is continuous. Since $\ln|x-y|=\ln r+O(1/r)$ for $y$ in the support, $\phi=F\ln r+O(1/r)$ at large $r$. The far behaviour depends on the net flux alone.

**The kernel of $D^*$ for $F>0$.** If $D^*v=0$, then (3) gives $\partial_z(e^\phi v)=0$, so $e^\phi v=g(\bar z)$ with $g$ entire. The value of $g$ at a point $w$ is its average over a disk of radius $R$ about $w$. With $e^\phi\le C(1+r)^F$ and the Cauchy–Schwarz inequality,

$$|g(\bar w)|\le\frac1{\pi R^2}\int_{|z-w|<R}e^\phi|v|\,d^2x\le\frac{C(1+|w|+R)^F}{\sqrt\pi\,R}\,\|v\| .$$

For $R=1+|w|$ the right side grows no faster than $(1+|w|)^{F-1}$. An entire function with a power bound is a polynomial. If its degree is $n$, then $|v|^2\sim r^{2n-2F}$, which is integrable in the plane if and only if $n<F-1$. Conversely, every polynomial of such degree gives a square-integrable $v$ with $D^*v=0$. Thus

$$\dim\ker D^*=\#\{n\ge0:\ n<F-1\}=\lceil F\rceil-1 .$$

**The kernel of $D$ for $F\ge0$.** If $Du=0$, then $f=e^{-\phi}u$ is entire in $z$. Since $e^{-\phi}$ is bounded, $f$ is square integrable. The same average gives $|f(w)|\le\|f\|/(\sqrt\pi R)$ for every $R$, so $f=0$.

For $F<0$, exchange $\phi$ with $-\phi$ and $z$ with $\bar z$; by (3) this exchanges the roles of $D$ and $D^*$. For $F=0$ the function $\phi$ is bounded, the last argument applies to both operators, and both kernels vanish. This completes the second statement.

The strict inequality matters at integer flux. For $F=3$ the candidate $n=2$ has $\nu=1$, its norm diverges logarithmically, and two modes remain. For $0<F\le1$ there is none, however strong the field is locally.

As an example without rotational symmetry, take two separate disks with flux numbers $4.0$ and $-1.6$. The net value is $F=2.4$, and the modes are $e^{-\phi}$ and $\bar z e^{-\phi}$. The first disk alone would have three.

## Seeing the count in a finite disk

The count can also be read from a calculation that does not use the mode formula. Require $v=0$ at a large radius $R$ and find the smallest eigenvalue $\lambda$ of $DD^*$ for each angular momentum $-n$. To see what to expect, write $v=v_n g(r)$. By (3),

$$\|D^*v\|^2=2\pi\int|v_n|^2|g'|^2\,r\,dr .$$

Let $g=1$ up to $R/2$ and fall linearly to zero at $R$. The integral is then of order $R^{-2\nu}\cdot R^{-2}\cdot R^2=R^{-2\nu}$. If $\nu>1$ the norm of $v$ stays finite, so $\lambda R^2$ falls at least as fast as $R^{2-2\nu}$.

If $\nu<1$, rescale $r=Rs$. To leading order the flux region shrinks to a point, and a Bessel equation remains, with the behaviour $s^{-\nu}$ inherited from $v_n$. For $\nu=\frac12$ the solution is $\cos(\kappa s)/\sqrt s$ with $\kappa^2=\lambda R^2$. It vanishes at $s=1$ when $\kappa=\pi/2$, so $\lambda R^2\to\pi^2/4=2.467$. For $\nu=-\frac12$ the cosine becomes a sine and the limit is $\pi^2$.

For the disk with $F=3.5$, $\lambda$ is the square of the smallest singular value of $D^*$ on a logarithmic radial grid. The slope is that of $\ln(\lambda R^2)$ against $\ln R$, taken between two radii of which the larger is $R\approx200a$ (on the grid, $200.3a$). The finite grid step makes the entries for $n=0,1,2$ too small by about 6%, 2% and 0.5%. Without this error they are $4.5\times10^{-12}$, $4.1\times10^{-7}$ and $9.9\times10^{-3}$ at that radius. The slopes change by about $0.01$ at most.

| $n$ | $\nu$ | $\lambda R^2$ at $R=200a$ | slope |
|---|---|---|---|
| 0 | 3.5 | $4.2\times10^{-12}$ | $-5.01$ |
| 1 | 2.5 | $4.0\times10^{-7}$ | $-3.00$ |
| 2 | 1.5 | $9.8\times10^{-3}$ | $-1.01$ |
| 3 | 0.5 | 2.48 | $-0.01$ |
| 4 | $-0.5$ | 9.87 | 0.00 |

The first three slopes are close to $2-2\nu=-5,-3,-1$, so the bound from the trial function gives the actual power here. The last two rows are ordinary standing waves near their predicted limits.

The same calculation for a core surrounded by a ring of opposite field shows the role of net flux. A core with flux number 5 and a ring that reduces the total to $2.4$ give two modes. Reversing the whole field gives two modes of $D$ and none of $D^*$. A core of 2 compensated to zero gives none.

## What the asymmetry means at a threshold

For a field of finite extent the unpaired modes are not separated from the rest of the spectrum. Far from the field there are arbitrarily large disks on which $B=0$. On each of them $A$ is a gradient and can be removed by a phase, so broad wave packets of any wave number $k$ behave as free ones. The spectrum of $D^*D$ is therefore $[0,\infty)$, and as a set the spectrum of $h$ is

$$(-\infty,-c^2]\cup[c^2,\infty),$$

which is symmetric. The asymmetry lies in the eigenvalues: for $F=3.5$, the value $-c^2$ has three normalizable states and $+c^2$ has none. In a uniform field with $B>0$, by contrast, $+c^2$ is absent from the spectrum, and the asymmetry is visible in the set itself.
